# Normal and specific mass shifts of the helium 1083 nm line

## Question

The 1083 nm line of helium joins the levels 2 ³S (lower) and 2 ³P (upper). Between helium-3 and helium-4 the centre of the line moves by about 34 GHz. "Centre" means that fine and hyperfine structure have been averaged out. Treat the atom nonrelativistically, with a point nucleus of charge 2.

Atomic units are used (\(\hbar=m=e=1\), with \(m\) the electron mass), and frequencies are in GHz. For each level let

\[
K=\langle \mathbf p_1\cdot\mathbf p_2\rangle ,
\]

taken in the state for an infinitely heavy nucleus, where \(\mathbf p_1,\mathbf p_2\) are the electron momenta. The data are:

- nuclear masses: \(M_3=5495.8853\) and \(M_4=7294.2995\) electron masses;
- \(K_{\rm S}=0.00744\) for 2 ³S and \(K_{\rm P}=-0.06457\) for 2 ³P;
- the hartree as a frequency: \(E_h/h=6579683.9\) GHz;
- the line frequency: \(\nu=c/\lambda=276817\) GHz.

**(a)** Separate the motion of the centre of mass and find the internal Hamiltonian.

**(b)** Find the energy of a level to first order in \(x=m/M\).

**(c)** Derive the isotope shift of the line as a sum of a normal part, fixed by the line frequency, and a specific part, fixed by \(K\).

**(d)** Evaluate both parts. Which isotope has the higher line frequency?

**(e)** Explain the sign of \(K_{\rm P}\) and the smallness of \(K_{\rm S}\) with products of orbitals.

**(f)** How far can the first-order split be trusted?

## Model answers

### (a) The internal Hamiltonian

Let the nucleus be at \(\mathbf x_0\) and the electrons at \(\mathbf x_1,\mathbf x_2\). With \(M_{\rm tot}=M+2m\), the new coordinates are

\[
\mathbf R=\frac{M\mathbf x_0+m\mathbf x_1+m\mathbf x_2}{M_{\rm tot}},\qquad
\mathbf r_i=\mathbf x_i-\mathbf x_0 .
\]

The chain rule turns derivatives with respect to the old positions into derivatives with respect to the new ones. An electron position enters \(\mathbf R\) and its own \(\mathbf r_i\). The nuclear position enters \(\mathbf R\) and, with a minus sign, both \(\mathbf r_1\) and \(\mathbf r_2\). Multiplying by \(-i\hbar\) gives the momenta

\[
\mathbf p_i^{\rm old}=\frac{m}{M_{\rm tot}}\mathbf P+\mathbf p_i,\qquad
\mathbf p_0^{\rm old}=\frac{M}{M_{\rm tot}}\mathbf P-\mathbf p_1-\mathbf p_2 ,
\]

where \(\mathbf P\) belongs to \(\mathbf R\) and \(\mathbf p_i\) to \(\mathbf r_i\). The kinetic energies are

\[
\sum_{i=1}^{2}\frac{(\mathbf p_i^{\rm old})^2}{2m}
=\frac{2m\,\mathbf P^2}{2M_{\rm tot}^2}+\frac{\mathbf P\cdot(\mathbf p_1+\mathbf p_2)}{M_{\rm tot}}+\frac{\mathbf p_1^2+\mathbf p_2^2}{2m},
\]

\[
\frac{(\mathbf p_0^{\rm old})^2}{2M}
=\frac{M\,\mathbf P^2}{2M_{\rm tot}^2}-\frac{\mathbf P\cdot(\mathbf p_1+\mathbf p_2)}{M_{\rm tot}}+\frac{(\mathbf p_1+\mathbf p_2)^2}{2M}.
\]

In the sum the terms linear in \(\mathbf P\) cancel, and the terms in \(\mathbf P^2\) combine to \(\mathbf P^2/2M_{\rm tot}\), the free motion of the whole atom. What remains is internal. Expanding \((\mathbf p_1+\mathbf p_2)^2=\mathbf p_1^2+\mathbf p_2^2+2\,\mathbf p_1\cdot\mathbf p_2\) gives

\[
H=\frac12\left(\frac1m+\frac1M\right)(\mathbf p_1^2+\mathbf p_2^2)+\frac{\mathbf p_1\cdot\mathbf p_2}{M}+V,
\qquad
V=-\frac{2}{r_1}-\frac{2}{r_2}+\frac{1}{r_{12}} .
\]

The middle term is the mass polarization. In the rest frame of the atom the nucleus carries the momentum \(-(\mathbf p_1+\mathbf p_2)\), so its kinetic energy depends on how the two electron momenta are directed relative to each other. With one electron there is no such term, and the reduced mass accounts for the whole effect of the nuclear motion.

### (b) The energy to first order

With \(m=1\) and \(T=(\mathbf p_1^2+\mathbf p_2^2)/2\), the Hamiltonian is

\[
H=H_0+x\,(T+\mathbf p_1\cdot\mathbf p_2),\qquad H_0=T+V .
\]

The perturbation is a rotational scalar and does not act on spin. It therefore does not mix the degenerate substates of a level and shifts them all equally. First-order perturbation theory gives

\[
E(x)=E_0+x\left(\langle T\rangle+K\right).
\]

The virial theorem supplies \(\langle T\rangle\). Replace the eigenfunction \(\psi(\mathbf r_1,\mathbf r_2)\) of \(H_0\) by the normalized function \(\lambda^3\psi(\lambda\mathbf r_1,\lambda\mathbf r_2)\). The kinetic energy contains two derivatives and scales as \(\lambda^2\). Each term of \(V\) is an inverse distance and scales as \(\lambda\). Hence

\[
E(\lambda)=\lambda^2\langle T\rangle+\lambda\langle V\rangle .
\]

The energy expectation value is stationary at an eigenfunction, so its derivative vanishes at \(\lambda=1\):

\[
2\langle T\rangle+\langle V\rangle=0
\quad\Rightarrow\quad
E_0=\langle T\rangle+\langle V\rangle=-\langle T\rangle .
\]

The level energy becomes

\[
E(x)=E_0-xE_0+xK .
\]

Since \(E_0\) is negative, the term \(-xE_0\) raises every bound level. The term \(xK\) raises or lowers a level according to the sign of \(K\).

### (c) The shift of the line

Let \(\nu_0\) be the line frequency for an infinitely heavy nucleus, so that \(h\nu_0=E_{0,\rm P}-E_{0,\rm S}\). Subtracting the lower level from the upper one gives

\[
\nu(x)=\nu_0-x\nu_0+x\,(K_{\rm P}-K_{\rm S})\frac{E_h}{h}.
\]

The factor \(E_h/h\) turns the dimensionless values of \(K\) into frequencies. Now write this for \(x_4=1/M_4\) and \(x_3=1/M_3\) and subtract. The term \(\nu_0\) cancels, and

\[
\nu_4-\nu_3=-(x_4-x_3)\,\nu_0+(x_4-x_3)(K_{\rm P}-K_{\rm S})\frac{E_h}{h}.
\]

With \(\Delta x=x_3-x_4>0\), reversing both differences in the last term leaves its sign unchanged:

\[
\boxed{\;\nu_4-\nu_3=\underbrace{\Delta x\,\nu_0}_{\text{normal}}
+\underbrace{\Delta x\,(K_{\rm S}-K_{\rm P})\frac{E_h}{h}}_{\text{specific}}\;}
\]

The given frequency \(\nu\) may replace \(\nu_0\). Within this model the line frequency and \(\nu_0\) differ relatively by order \(x\), which changes the shift at order \(x^2\). The real line also contains relativistic corrections, and the given wavelength is rounded. Part (f) evaluates the numerical effect of the replacement.

Both parts vanish when the two nuclear masses are equal, and also when both become infinite. The normal part has the sign of the line frequency and is positive. The specific part can have either sign. It adds to the normal part here because \(K\) is smaller in the upper level.

### (d) The numbers

The mass ratios are

\[
x_3=1.819543\times10^{-4},\qquad x_4=1.370934\times10^{-4},\qquad
\Delta x=4.486095\times10^{-5}.
\]

The normal part is

\[
\Delta x\,\nu=4.486095\times10^{-5}\times276817\ \text{GHz}=12.418\ \text{GHz}.
\]

For the specific part, \(\Delta x\,E_h/h=295.171\) GHz. Multiplying by \(K\) gives the specific contribution to \(E_3-E_4\) for each level, as a frequency:

\[
\text{2 ³S:}\quad 295.171\times0.00744=2.196\ \text{GHz},
\]
\[
\text{2 ³P:}\quad 295.171\times(-0.06457)=-19.059\ \text{GHz}.
\]

These are helium-3 minus helium-4. The line shift is defined the other way round, so the lower level enters with a plus sign and the upper level with a minus sign:

\[
2.196\ \text{GHz}-(-19.059\ \text{GHz})=21.255\ \text{GHz}.
\]

Rounded to one decimal, the normal part is 12.4 GHz and the specific part 21.3 GHz. The unrounded sum is 33.674 GHz, consistent with the stated shift of about 34 GHz. Helium-4 has the higher frequency. In wavelength the shift is \(\lambda\,\Delta\nu/\nu=1083\times33.674/276817=0.132\) nm, with helium-3 at the longer wavelength.

The specific part is 63 % of the sum, and most of it comes from the upper level. The values of \(K\) give the specific part without any use of the stated total.

The two parts can also be read as one quantity. From (b), the first-order change of a level is \(x\) times

\[
\langle T\rangle+K=\tfrac12\left\langle(\mathbf p_1+\mathbf p_2)^2\right\rangle ,
\]

which is the kinetic energy of the recoiling nucleus. A variational calculation with an infinitely heavy nucleus gives \(\langle T\rangle=2.175229\) for 2 ³S and \(2.133163\) for 2 ³P. The last digit for 2 ³P is uncertain by one unit, since the same calculation gives \(E_0=-2.133164\). The recoil quantity is then

\[
2.175229+0.00744=2.18267\ \text{(2 ³S)},\qquad
2.133163-0.06457=2.06859\ \text{(2 ³P)}.
\]

The difference, 0.11408, times 295.171 GHz is again 33.67 GHz. In the heavier isotope the recoil energy is smaller, so both levels lie lower. The lower level drops further, and the line frequency rises.

### (e) The signs of the two values of \(K\)

A triplet spin state is symmetric, so its spatial function is antisymmetric. For two orthonormal real orbitals \(a\) and \(b\), take

\[
\psi=\frac{a(1)b(2)-b(1)a(2)}{\sqrt2}.
\]

The two direct terms in \(\langle\mathbf p_1\cdot\mathbf p_2\rangle\) are equal, and so are the two exchange terms. Together with the factor \(1/2\) from normalization this gives

\[
K=\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle
-\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle .
\]

A real bound orbital has zero mean momentum, so the first term vanishes. In the second, the two factors are complex conjugates because \(\mathbf p\) is Hermitian. Therefore

\[
K=-\left|\langle a|\mathbf p|b\rangle\right|^2\le0 .
\]

In this model the electrons of the triplet tend to have opposite momenta, which reduces the recoil of the nucleus. For the corresponding singlet product the exchange term changes sign, and \(K\ge0\).

For 1s2p take

\[
a=\sqrt{\frac{\alpha^3}{\pi}}\,e^{-\alpha r},\qquad
b=\sqrt{\frac{\beta^5}{\pi}}\,z\,e^{-\beta r}.
\]

The \(x\) and \(y\) components of the matrix element vanish, because their integrands are odd in \(x\) or \(y\). For the \(z\) component, \(\partial_z e^{-\alpha r}=-\alpha(z/r)e^{-\alpha r}\), and the angular average of \(z^2\) is \(r^2/3\):

\[
\langle b|p_z|a\rangle
=i\alpha\,\frac{\alpha^{3/2}\beta^{5/2}}{\pi}\int\frac{z^2}{r}\,e^{-(\alpha+\beta)r}\,d^3r
=i\alpha\,\frac{\alpha^{3/2}\beta^{5/2}}{\pi}\,\frac{4\pi}{3}\int_0^\infty r^3e^{-(\alpha+\beta)r}\,dr .
\]

The radial integral is \(6/(\alpha+\beta)^4\), so

\[
\langle b|p_z|a\rangle=\frac{8i\,\alpha^{5/2}\beta^{5/2}}{(\alpha+\beta)^4},
\qquad
K=-\frac{64\,\alpha^5\beta^5}{(\alpha+\beta)^8}.
\]

A simple choice lets the 1s electron see the full nuclear charge, \(\alpha=2\), and the 2p electron a charge screened to one, \(\beta=1/2\). Then \(\alpha\beta=1\), and

\[
K=-\frac{64}{2.5^8}=-0.04194 .
\]

This has the right sign and about 65 % of the magnitude of \(K_{\rm P}=-0.06457\). The shortfall comes from the assumed orbitals. Choosing the two exponents to minimize the energy gives \(\alpha=1.99\), \(\beta=0.545\) and \(K=-0.056\), which removes about 60 % of it. The rest needs a radial shape freer than a single exponential. The 1s2p product of lowest energy, built from Hartree–Fock orbitals, gives \(K\approx-0.066\), slightly beyond \(K_{\rm P}\). The net effect of correlation is then to reduce the magnitude a little.

For 1s2s both orbitals are even under inversion while \(\mathbf p\) is odd, so \(\langle a|\mathbf p|b\rangle=0\) and \(K=0\). This holds for any two s orbitals. It also holds for any sum of such products, because every matrix element of \(\mathbf p\) between s orbitals vanishes. The value \(K_{\rm S}=0.00744\) therefore comes from angular correlation, meaning the part of the wave function built from orbitals with angular momentum, such as products of two p orbitals coupled to a total S state.

### (f) How far the split can be trusted

The expansion parameter \(x\) is below \(2\times10^{-4}\) for both isotopes. For the normal part the higher orders can be found in closed form. Without \(\mathbf p_1\cdot\mathbf p_2/M\) the Hamiltonian is \((1+x)T+V\). Substituting \(\mathbf r_i=(1+x)\boldsymbol\rho_i\) divides \(T\) by \((1+x)^2\) and \(V\) by \(1+x\), so that

\[
(1+x)T+V\;\to\;\frac{T_\rho+V_\rho}{1+x}.
\]

All energies are divided by \(1+x\), and the normal part becomes

\[
\nu_0\left(\frac1{1+x_4}-\frac1{1+x_3}\right)=\frac{\Delta x\,\nu_0}{(1+x_3)(1+x_4)} .
\]

This is smaller than \(\Delta x\,\nu_0\) by a fraction of about \(x_3+x_4=3.2\times10^{-4}\), or 0.004 GHz.

The whole split can be tested by diagonalizing the internal Hamiltonian at both nuclear masses, in a variational basis that contains the distance between the electrons. Without the mass polarization term the shift is 12.4125 GHz, on the edge between 12.412 and 12.413 GHz (the output rounds it to 12.413). Including the term adds 21.257 GHz, and the total is 33.669 GHz. The same basis gives, for an infinitely heavy nucleus, both stated values of \(K\) to five decimals. The numerical output lists these results.

Before rounding, the normal part from (d) is 0.006 GHz above the diagonalized one. Two terms account for this. One is the second-order term just found, 0.004 GHz. The other is the use of \(\nu=276817\) GHz in place of the computed \(\nu_0=276776\) GHz, which adds \(\Delta x\times41\) GHz \(=0.002\) GHz.

The specific parts differ by only 0.002 GHz, but this does not measure the size of the second-order terms. The same substitution turns \(x\,\mathbf p_1\cdot\mathbf p_2\) into \(x\,\mathbf p_1\cdot\mathbf p_2/(1+x)^2\). Since \(x/(1+x)^2\approx x-2x^2\) and \(x_3^2-x_4^2=\Delta x\,(x_3+x_4)\), this lowers the specific part by the fraction \(2(x_3+x_4)\), or 0.014 GHz, to 21.242 GHz. The diagonalized value lies 0.015 GHz higher. Rounding of the two values of \(K\) (at most \(0.5\times10^{-5}\) each) can explain at most 0.003 GHz of this, and the rest is the second-order effect of \(\mathbf p_1\cdot\mathbf p_2\). The two second-order contributions, each near 0.014 GHz, happen to cancel almost completely for this line.

Diagonalization tests the expansion in \(x\), but not the physics left out of the Hamiltonian. Relativistic corrections to the recoil have the natural scale \(\alpha_{\rm fs}^2\,\Delta x\,E_h/h=0.016\) GHz, where \(\alpha_{\rm fs}\) is the fine-structure constant. This is an order of magnitude, not a bound. The different sizes of the two nuclei also shift the line, by an amount not estimated here. The parts 12.4 GHz and 21.3 GHz are therefore sound to the digits given within the nonrelativistic point-nucleus model. The third decimals in (d) serve to follow the arithmetic and should not be compared with a measurement.

## Numbers as computed

```
Nuclear mass, helium-3: 5495.8853 electron masses
Nuclear mass, helium-4: 7294.2995 electron masses
x3 = m/M3: 1.819543e-04
x4 = m/M4: 1.370934e-04
x3 - x4: 4.486095e-05
Hartree frequency E_h/h: 6579683.9 GHz
(x3 - x4) E_h/h: 295.171 GHz
Wavelength used: 1083 nm
Line frequency c/lambda: 276817 GHz
Given K of 2 3S: 0.00744 a.u.
Given K of 2 3P: -0.06457 a.u.
K_S - K_P: 0.07201 a.u.
Normal shift, nu4 - nu3: 12.418 GHz
Specific level shift E3 - E4, 2 3S: 2.196 GHz
Specific level shift E3 - E4, 2 3P: -19.059 GHz
Specific shift, nu4 - nu3: 21.255 GHz
Sum of both parts: 33.674 GHz
Specific share of the sum: 63.1 percent
Variational check, infinite nuclear mass:
2 3S basis: 120 functions, 2 directions discarded
2 3S exponents: 2.00, 0.75 per bohr
2 3S energy change, order 6 to 7: -3.3e-08 hartree
2 3P basis: 240 functions, 1 directions discarded
2 3P exponents: 2.00, 0.75 per bohr
2 3P energy change, order 6 to 7: -1.4e-07 hartree
Energy 2 3S: -2.175229 hartree
Energy 2 3P: -2.133164 hartree
<T> of 2 3S: 2.175229 hartree
<T> of 2 3P: 2.133163 hartree
Computed K of 2 3S: 0.00744 a.u.
Computed K of 2 3P: -0.06457 a.u.
Computed line frequency: 276776 GHz
Computed wavelength: 1083.16 nm
Diagonalization at both finite nuclear masses, nu4 - nu3:
Without p1.p2/M (normal): 12.413 GHz
Change from p1.p2/M (specific): 21.257 GHz
Total: 33.669 GHz
First-order sum minus this total: 0.004 GHz
Orbital exponents a, b: 2.0, 0.5 per bohr
K of 1s2p triplet product, formula: -0.04194 a.u.
K of 1s2p triplet product, quadrature: -0.04194 a.u.
|K| of triplet product of two s orbitals: 0.00000 a.u.
Scale alpha^2 (x3 - x4) E_h/h: 0.016 GHz
```
